# Diffusion on a Square Lattice with Two Random Hop Rates

## Problem

A particle hops between nearest neighbours of a square lattice of spacing $a$. Each bond independently carries the rate $w_1$ or $w_2$, with probability $1/2$ each and $w_1\ge w_2>0$. The rate is the same in both directions and counts hops per unit time across that one bond. The diffusivity $D$ is defined by a mean-square displacement $2Dt$ along one axis at long times, so that equal rates $w$ give $D=a^2w$.

1. Relate $D$ in a periodic sample of $N=L\times L$ sites to a resistor-network problem.
2. Find a relation between a sample and its dual, and from it a law valid at every $L$.
3. Show that large samples share one diffusivity, and find it.
4. Show that the infinite plane has the same diffusivity.
5. Evaluate it for a copper adatom with hop barriers of 0.45 and 0.55 eV at 350 K.

## Hints

- Look for a function of position whose mean does not change along the walk.
- Turn the current in every bond by 90°. What do current conservation and the loop rule become?
- Give each dual bond the rate $w_1w_2/w_b$. Which rates occur, and how often?
- To bound the scatter, change one bond at a time.

## Solution

### 1. From the walk to a network

Measure positions in lattice steps and let $\xi$ be a unit vector. Among periodic functions $\varphi$, minimize

$$\xi\cdot K\xi=\min_\varphi \frac1N\sum_b w_b g_b^2,\qquad g_b=\xi\cdot d_b+\nabla_b\varphi ,$$

where $d_b$ is the step along bond $b$ and $\nabla_b\varphi$ the difference of $\varphi$ across it. Setting the derivative with respect to each $\varphi(x)$ to zero shows that $u(x)=\xi\cdot x+\varphi(x)$ obeys $\sum_y w_{xy}[u(y)-u(x)]=0$. This is current conservation, with $u$ as the voltage.

For a walker at $x$ that started where $u=u_0$, the mean rate of change of $(u-u_0)^2$ is

$$\sum_y w_{xy}\{[u(y)-u(x)]^2+2[u(x)-u_0][u(y)-u(x)]\}.$$

The second term vanishes. Symmetric rates keep a uniform distribution over the cell uniform, so the average growth rate is $(2/N)\sum_b w_bg_b^2=2\,\xi\cdot K\xi$; the 2 appears because each bond is counted from both ends. Since $\varphi$ is bounded, it does not affect the long-time growth, and

$$D_\xi=a^2\,\xi\cdot K\xi .$$

Two facts are needed below. Current conservation makes $\sum_b w_bg_b\nabla_b\varphi$ vanish for every periodic $\varphi$, so the mean current is $N^{-1}\sum_b w_bg_bd_b=K\xi$. Also $w_2\le\xi\cdot K\xi\le w_1$: the upper bound follows from the trial $\varphi=0$, the lower from $\sum_b g_b^2=N+\sum_b(\nabla_b\varphi)^2\ge N$.

### 2. Duality

The dual lattice has a site at the centre of each square, and each dual bond crosses one original bond. Let $R$ be a quarter turn anticlockwise, $j_b=w_bg_b$, and define on the dual bonds

$$g'=Rj,\qquad w'_b=\frac{w_1w_2}{w_b},\qquad j'=w'g'=w_1w_2\,Rg .$$

The sum of $g'$ anticlockwise around an original site equals the outflow of $j$ from that site, which is zero. The outflow of $j'$ from a dual site is $-w_1w_2$ times the anticlockwise sum of $g$ around a square, also zero. Because $g'$ has no circulation around any elementary loop, its sum along every row is the same, and likewise for columns. It is therefore its mean plus the gradient of a periodic function, so $g'$ solves the dual network problem.

The mean of $g'$ is $RK\xi$ and that of $j'$ is $w_1w_2R\xi$. Hence $K'RK\xi=w_1w_2R\xi$ for every $\xi$, or

$$K'=w_1w_2\,RK^{-1}R^{-1}=w_1w_2\frac{K}{\det K}.$$

The last equality holds because inverting a symmetric $2\times2$ matrix exchanges its diagonal entries, reverses the off-diagonal sign and divides by the determinant; the quarter turn undoes the first two changes. Taking determinants,

$$\det K\,\det K'=(w_1w_2)^2 .$$

The dual sample has $w_1$ and $w_2$ exchanged, again independently with probability $1/2$, so $\det K'$ and $\det K$ have the same distribution. Averaging the logarithm gives, for every $L$,

$$E\ln\det K=\ln(w_1w_2).$$

A test over all 256 samples with $L=2$ gives zero for the mean of $\ln(\sqrt{\det K}/\sqrt{w_1w_2})$ to rounding error, at the rates of part 5. The mean of $K_{xx}/\sqrt{w_1w_2}$ is nevertheless 1.72: the law concerns the determinant, not the average diffusivity of small samples.

Isotropy is a separate requirement. If alternate rows carry $w_1$ and $w_2$ on all their bonds, currents along the rows add and $K_{xx}=(w_1+w_2)/2$; across them resistances add and $K_{yy}=2w_1w_2/(w_1+w_2)$. The product is $w_1w_2$, but neither value is its square root.

### 3. Large samples agree

Let $F=\xi\cdot K\xi$. Reveal the bond rates one after another. The successive changes in the conditional mean of $F$ are uncorrelated, so their mean squares add up to $\mathrm{Var}\,F$. Each change is a conditional average of $F-E_bF$, where $E_b$ averages over bond $b$ alone. Averaging cannot increase a mean square, hence

$$\mathrm{Var}\,F\le\sum_bE(F-E_bF)^2=\frac14\sum_bE(F_b^+-F_b^-)^2 .$$

Here $F_b^\pm$ are the values with $b$ fast or slow. Raising one rate lowers the energy of no trial function, so $F_b^+\ge F_b^-$. Using the slow-bond solution, with difference $g_b$ across $b$, as a trial for the fast case gives the upper bound in $0\le F_b^+-F_b^-\le(w_1-w_2)g_b^2/N$. A bond is slow with probability $1/2$, so

$$\mathrm{Var}\,F\le\frac{(w_1-w_2)^2}{2N^2}\,E\sum_{b\ \rm slow}g_b^4 .$$

It remains to bound $g_b$. With $\kappa=w_1/w_2$, the energy bound gives $\sum_bg_b^2\le\kappa N$. Surround one end of $b$ by square loops at distances $r=1,\dots,M$, where $M=\lfloor(L-1)/2\rfloor$. Loop $r$ has $8r$ bonds. Inside it $u$ is at each site a weighted mean of its neighbours, so its extremes lie on the loop. The range of $u$ there is at most half the sum of $|g|$ around the loop, and by the Cauchy–Schwarz inequality

$$g_b^2\le\frac14\,8r\sum_{\text{loop }r}g^2=2r\sum_{\text{loop }r}g^2 .$$

Divide by $2r$ and add the disjoint loops. With $H_M=\sum_{r=1}^M1/r$,

$$g_b^2\le\frac{2}{H_M}\sum_{b'}g_{b'}^2\le\frac{2\kappa N}{H_M},\qquad \mathrm{Var}\,F\le\frac{(w_1-w_2)^2\kappa^2}{H_M}\longrightarrow0 .$$

The bound decreases logarithmically, but that suffices for the proof.

Reflections and quarter turns preserve the probabilities, so $EK=m_LI$. Applying the bound along $x$, $y$ and the diagonal controls every entry of $K$, so $K$ approaches $m_LI$ in probability. As $\ln\det K$ is bounded, $E\ln\det K-2\ln m_L\to0$. With the law of part 2, $m_L\to\sqrt{w_1w_2}$ and

$$\boxed{D=a^2\sqrt{w_1w_2}} .$$

For $w_1=w_2$ this is the uniform result. As $w_2\to0$ it tends to zero, though $w_2=0$ itself lies outside the proof because $\kappa$ must be finite.

### 4. The infinite plane

So far time went to infinity before $L$. In the plane, let $\langle\cdot\rangle$ average over disorder, $f$ be the local drift along $x$, $-H$ the generator of the walk, and $\bar w=(w_1+w_2)/2$. Half the growth rate of $\langle x^2\rangle$ is $\bar w+\langle(x_t-x_0)f_t\rangle$. Time reversal turns the second term into $-\langle(x_t-x_0)f_0\rangle$, so

$$\frac{D(t)}{a^2}=\bar w-\int_0^t\langle f e^{-Hs}f\rangle\,ds .$$

The integrand is non-negative because $H$ is symmetric, so $D(t)$ falls from the arithmetic mean to a limit $a^2k$. Its Laplace average is

$$s\int_0^\infty e^{-st}\frac{D(t)}{a^2}dt=\bar w-\langle f(s+H)^{-1}f\rangle=\min_\varphi\left[\mathcal E(\varphi)+s\langle\varphi^2\rangle\right],$$

where $\varphi$ is a statistically translation-invariant field and $\mathcal E(\varphi)=\bar w-2\langle\varphi f\rangle+\langle\varphi H\varphi\rangle$ is the network energy per site for $\xi$ along $x$. As $s\to0$, $k=\inf_\varphi\mathcal E$. The infimum is attained by a field $g=\xi+G$, with $G$ a limit of gradients. Its current $wg$ is conserved and, by lattice symmetry, has mean $k\xi$.

Rotate as before. The field $g'=Rwg$ is curl-free with mean $kR\xi$, and $j'=w_1w_2Rg$ is conserved with mean $w_1w_2R\xi$. We must check that $G'=g'-kR\xi$ is a limit of gradients. At wavevector $q$ a curl-free field is parallel to $c=(e^{iq_x}-1,e^{iq_y}-1)$. The gradient field with components $G'|c|^2/(\epsilon+|c|^2)$ has a potential of finite mean square and tends to $G'$ as $\epsilon\to0$, except for any weight at $q=0$. That weight is a translation-invariant random quantity. It can be approximated using finitely many bonds, and a distant translate of the approximation is independent of it, so its variance is zero. Its mean is zero too.

Thus $g'$ solves the dual problem, whose constant is again $k$ because the probabilities are the same. Therefore $k\cdot k=w_1w_2$: the plane has the same diffusivity.

### 5. A copper adatom

With $w_i=\nu e^{-E_i/k_BT}$ and a common attempt rate $\nu$,

$$D=a^2\nu\exp\left(-\frac{E_1+E_2}{2k_BT}\right),$$

so the effective barrier is the arithmetic mean. Take $a=0.255$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $k_BT=0.03016$ eV. The rates are 3.31 and 0.120 µs⁻¹, a ratio of 27.5, and their geometric mean is 0.631 µs⁻¹. Then

$$D=(2.55\times10^{-8}\ \mathrm{cm})^2(6.31\times10^5\ \mathrm{s^{-1}})=4.1\times10^{-10}\ \mathrm{cm^2/s},$$

or 0.041 nm²/µs. The arithmetic mean rate would give 2.72 times this value, the harmonic mean 0.37 times.

Independent random networks give a mean $K_{xx}/\sqrt{w_1w_2}$ of $1.042\pm0.019$ at $L=8$ and $0.987\pm0.007$ at $L=64$ (standard errors). The last value is two standard errors low. In the same 40 samples the mean of $\ln(\sqrt{\det K}/\sqrt{w_1w_2})$ is $-0.0135\pm0.0059$, although part 2 fixes its expectation at zero; this is a sampling deviation. The sample-to-sample scatter falls from 33% to 4.1%, roughly halving with each doubling of $L$. Networks solved at 300 and 350 K give an effective barrier of 0.501 eV, against the predicted 0.50 eV.

In eight $20\times20$ samples $D(t)$ exceeds its long-time value by roughly 30% at 1 µs and a few per cent at 10 µs. These figures are for the growth rate of part 4. The ratio $\langle x^2\rangle/2t$ averages $D(t)$ over all earlier times and converges more slowly: its excess is about 65% at 1 µs, 15% at 10 µs and 6–7% at 30 µs. At a coverage of 0.001, $4Dt$ reaches the area per adatom at about 400 µs. Many adatoms meet another well before that: for independent walkers, about a fifth have reached a site next to another adatom by 50 µs and half by 200 µs. The window for single-particle diffusion near its long-time value thus opens at about 10 µs and closes after some tens to a couple of hundred microseconds, depending on the fraction of encounters one tolerates.

The spacing is close to that of Cu(001); the attempt rate and mean barrier are assumed round values. The two-valued barrier is an assumed disturbance, not a computed surface. A temperature 10 K higher multiplies $D$ by 1.6. A mean barrier 0.05 eV higher divides it by about 5, and one 0.1 eV higher by nearly 30, so the value of $D$ illustrates the formula and is not a prediction for a real copper surface. Diagonal exchange hops make bonds cross and remove the planar duality; with an assumed barrier of 0.70 eV they raise $D$ by 0.6%. A real disturbance may also shift the well depths, which is the second variation. The numerical output follows this text.

## Two variations

**Unequal fractions.** Let a bond be fast with probability $p$. The dual medium has fast fraction $1-p$, and the argument of part 4 gives $k(p)k(1-p)=w_1w_2$, hence

$$D(p)D(1-p)=a^4w_1w_2 .$$

Duality now fixes a product, not $D(p)$ itself. For the copper rates, networks with $L=48$ give $D$ multiplied by 1.29 at $p=0.55$ and by 0.78 at $p=0.45$, relative to $p=1/2$. These are means of 16 samples, uncertain by 1–2%; networks with $L=64$ and fixed composition give 1.27 and 0.785. The product is 1.00, as required, but a 5-point change in composition moves $D$ by more than 20%.

**Unequal wells.** Let site $x$ have energy $\varepsilon_x=\pm\delta$ with equal probability, independent of the barrier tops. The rate from $x$ to $y$ becomes $w_{xy}/\pi_x$ with $\pi_x=e^{-\varepsilon_x/k_BT}$, and the equilibrium probability of $x$ is $\pi_x/\sum_z\pi_z$. The factor $1/\pi_x$ cancels from current conservation, so $u$ is unchanged. The growth rate of part 1 becomes

$$\sum_x\frac{\pi_x}{\sum_z\pi_z}\sum_y\frac{w_{xy}}{\pi_x}[u(y)-u(x)]^2=\frac{2N\,\xi\cdot K\xi}{\sum_z\pi_z}.$$

In large samples $\sum_z\pi_z/N\to\cosh(\delta/k_BT)$, and

$$D=\frac{a^2\sqrt{w_1w_2}}{\cosh(\delta/k_BT)} .$$

For $\delta=0.02$ eV at 350 K the factor is $1/\cosh(0.663)=0.81$. Time spent in the deep wells outweighs the faster escape from the shallow ones.

## Numbers as computed

```
lattice spacing 0.255 nm, attempt rate 1.0e+13 1/s
temperature 350 K, kT = 0.03016 eV
barriers 0.45 and 0.55 eV
fast rate 3.3135 1/us, slow rate 0.1203 1/us
rate ratio 27.54
geometric mean rate 0.6314 1/us
D = 4.106e-10 cm2/s = 0.0411 nm2/us
arithmetic mean / geometric mean = 2.719
harmonic mean / geometric mean = 0.368
sqrt(4 D t) at t = 1 ms: 12.82 nm
6x6 sample: D/a^2 from walk 1.32251 1/us
6x6 sample: K_xx from network 1.32255 1/us
dual tensor, largest relative error 1.2e-15
stripes: K_xx 1.7169, K_yy 0.2322 1/us
2x2, 256 samples: mean ln(sqrt(det K)/geo) 5.6e-17
2x2: mean K_xx/geo = 1.7215
size, samples, mean K_xx/geo, its std error, scatter of K_xx/geo
  8  300 1.0415 0.0188 0.3261
 16  200 1.0284 0.0107 0.1513
 32  100 1.0049 0.0081 0.0815
 64   40 0.9871 0.0065 0.0412
size, mean ln(sqrt(det K)/geo), std error
  8 -0.0070 0.0149
 16 +0.0067 0.0087
 32 +0.0007 0.0066
 64 -0.0135 0.0059
size 64: variance 1.70e-03, its bound 7.12e-02
largest g^2 / loop bound: 0.145
size 64: rms K_xy/geo 0.0150
network barrier, 300 to 350 K: 0.5006 eV
time (us), D(t)/D(long time), 20x20 samples
   0.0 2.6361
   0.1 2.0928
   1.0 1.2862
  10.0 1.0334
 100.0 1.0001
well depths +-0.02 eV: D times 0.814
fast fraction 0.55: D times 1.292
fast fraction 0.45: D times 0.776
diagonal hops over 0.70 eV: D up 0.55 %
temperature 10 K higher: D times 1.585
tunnelling, barrier frequency 1e+13 Hz: D times 1.083
coverage 0.001: 4Dt = area per adatom at 396 us
terrace 16.3 nm wide: scatter of D 4.1 %
```
